Mean Number of Displaced Atoms in the Hard-Sphere Kinchin-Pease Model

Suppose that an atom in a solid is set moving with 1000 eV, and that 20 eV is enough to knock one of its neighbours off its site. Dividing the first energy by the second suggests 50 displaced atoms. That count is twice too large for the hard-sphere model treated here, because it assumes that the energy is handed out in portions of just the threshold size. Collisions produce portions of all sizes. Those below the threshold displace nothing, and those somewhat above it still displace only one atom. The correct mean follows from an integral equation, but this equation has a trap of its own: if it is used at energies where it does not hold, it predicts no displaced atoms at all.

The model is as follows. All atoms have the same mass M and collide as smooth, elastic hard spheres of diameter D, two at a time, with the struck atom initially at rest. An atom that receives an energy T of at least Ed leaves its site; one that receives less stays and its energy becomes heat. The threshold Ed is sharp and the same in all directions. No energy is deducted for breaking the atom loose, and none is lost to electrons. A moving atom whose energy has fallen below Ed after a collision stops there. If its collision partner has just left a site, the stopping atom fills it, which is a replacement; otherwise it comes to rest between the sites as an interstitial. Vacancies and interstitials do not recombine later, and the arrangement of the crystal plays no role.

Let N(E) be the number of displaced atoms finally left by a lattice atom that starts with kinetic energy E, this first atom included. Every displaced atom is an interstitial with a matching vacancy somewhere in the solid. N varies from one cascade to the next, and its mean is ν(E). For E < Ed the first atom does not leave its site, so ν = 0. The claim is that

ν(E) = 1 for Ed ≤ E < 2Ed,

ν(E) = E/(2Ed) for E ≥ 2Ed.

The distribution of transferred energy comes first. Let the projectile have velocity v, and let n be the unit vector from its centre to that of the target at contact. Smooth spheres exert forces on each other only along n, so the target acquires a velocity u n. The masses are equal, and conservation of momentum leaves the projectile with v − u n. Conservation of energy, divided by M/2, then reads

v² = |v − u n|² + u² = v² − 2u (v·n) + 2u².

The root u = 0 describes no collision. The other root is u = v·n = v cos φ, where φ is the angle between v and n. The impact parameter b, the distance by which the projectile's line of flight misses the target's centre, satisfies sin φ = b/D. Hence

T = ½Mu² = E cos² φ = E(1 − b²/D²).

Impact points are spread evenly over the disc of area πD², so the probability that b lies below a given value is πb²/(πD²) = b²/D². This means that b²/D² is uniformly distributed between 0 and 1, and so is T/E. The probability of a transfer between T and T + dT is therefore

p(T) dT = dT/E, 0 ≤ T ≤ E,

and the projectile keeps E − T. A test with 282792 evenly spaced impact points, each followed through its vector collision, reproduces the cumulative probability T/E at nine levels to within 3 × 10⁻⁴.

Next comes the bookkeeping for Ed ≤ E < 2Ed. The two energies after a collision add up to less than 2Ed, so they cannot both reach Ed. Three outcomes remain. If only the projectile has Ed or more, the struck atom stays on its site and the projectile moves on. If only the struck atom has Ed or more, it leaves, the projectile takes its place, and again one atom moves on. If both are below Ed, the struck atom stays and the projectile stops as an interstitial. At every stage there is one atom too many for the occupied sites, and at the end it is one interstitial. The end is reached with probability one, because the third outcome has a nonzero probability at each collision, and this probability does not fall as the energy drops. Thus N = 1 in every cascade of this range, not just on average.

For E ≥ 2Ed the situation is reversed. The two energies now add up to at least 2Ed, so they cannot both be below Ed. If both atoms have Ed or more, each starts a cascade of its own, and N is the sum of the two numbers. If only one has Ed or more, N is the number that this atom produces; the other contributes nothing, either because it never left its site or because it filled the new vacancy. Since ν vanishes below Ed, one expression covers all these cases. Averaged over T it gives

ν(E) = (1/E) ∫₀ᴱ [ν(T) + ν(E − T)] dT.

In the second term the substitution T′ = E − T reverses the limits and the sign of dT, which turns it into the first term. Therefore

ν(E) = (2/E) ∫₀ᴱ ν(T) dT, E ≥ 2Ed.

This is the Kinchin-Pease recursion. The restriction on E matters. If the plateau value ν = 1 is put into the right side at an energy between Ed and 2Ed, the result is

(2/E) ∫ from Ed to E of dT = 2(E − Ed)/E,

which is smaller than 1. The missing part is

1 − 2(E − Ed)/E = (2Ed − E)/E.

Both atoms end below Ed when T < Ed and E − T < Ed, that is, when E − Ed < T < Ed. This interval has length 2Ed − E, so its probability is the missing part. The recursion assigns no displaced atom to this outcome, although the projectile has just come to rest as one. For Ed = 20 eV and E = 30 eV the right side is 0.667, the probability of the omitted outcome is 0.333, and together they give 1.

The error would not stay confined to the low range. Suppose the recursion were imposed from Ed upwards, and call the integral of ν from 0 to E by the name S(E). Then S′ = ν = 2S/E with S(Ed) = 0. It follows that S/E² is constant, and the constant is zero. All displaced atoms would have disappeared, at every energy. The nonzero answer enters through the plateau.

With the recursion kept to its proper range, the solution is short. Define

S(E) = ∫₀ᴱ ν(T) dT.

The recursion says ν = 2S/E for E ≥ 2Ed. S is continuous, so ν is continuous there as well, and S may be differentiated: S′ = ν = 2S/E for E > 2Ed. Then

d(S/E²)/dE = S′/E² − 2S/E³ = 2S/E³ − 2S/E³ = 0,

so S/E² keeps the value it has at E = 2Ed. Up to that energy ν is 0 over a length Ed and 1 over another length Ed, which gives S(2Ed) = Ed. Consequently

S(E) = Ed · E²/(2Ed)² = E²/(4Ed),

ν(E) = 2S(E)/E = E/(2Ed), E ≥ 2Ed.

No other solution exists, since the argument started from an arbitrary solution and left no constant free. At E = 2Ed the formula gives 1 and joins the plateau without a jump, while the slope changes from 0 to 1/(2Ed).

The factor 2 can be read from areas. Extend the straight line E/(2Ed) down to zero energy. Between 0 and Ed it lies above the true ν = 0 and encloses an excess area Ed/4. Between Ed and 2Ed it lies below the true ν = 1, and the deficit is Ed − 3Ed/4 = Ed/4. The two areas cancel. A collision at high energy samples all transfers with equal weight, so the cascade responds to the steps at low energy as if the line held all the way down. The mean cost of a displaced atom is then 2Ed rather than Ed.

If the moving atom is an implanted ion of the same mass that enters from outside, it leaves no vacancy at its starting point. When it enters with at least Ed and is treated in replacements like any other atom, the cascade unfolds as before, with ν interstitials in the mean but only ν − 1 vacancies.

Take Ed = 20 eV and E = 1000 eV as round model parameters; no particular material is implied, because Ed is the only property of the solid that enters. In the first collision the struck atom receives less than Ed with probability 20/1000 = 0.02, and the projectile keeps less than Ed with the same probability. In the remaining 0.96 of cases the cascade branches. The integral S has two parts. The range up to 40 eV contributes 20 eV, and the range above it contributes

∫ from 40 to 1000 of T/(2 · 20) dT = (1000² − 40²)/80 = 12480 eV.

The sum is 12500 eV, and the recursion gives

ν = 2 · 12500/1000 = 25.

Stepping the integral equation upwards numerically from 40 eV gives the same value. This confirms the solution of the equation, but not the bookkeeping that led to it. The bookkeeping is tested by random cascades in which vacancies and interstitials are counted one by one and the recursion is not used. From 10000 cascades at 1000 eV the mean is 25.01 with a standard error of 0.02. At 100 eV it is 2.497 with a standard error of 0.006, where the formula gives 2.5. At 30 eV every cascade leaves one displaced atom, whereas the straight line would have given 0.75. The numerical output lists the other energies.

A single cascade need not leave 25 displaced atoms, and the model also determines the spread. Measure energy in units of Ed, x = E/Ed, and write W(x) = N(x) − x/2 for the deviation from the straight line. For x ≥ 2 a collision that splits x into t and x − t gives N(x) = N(t) + N(x − t). The line splits in the same way, so

W(x) = W(t) + W(x − t).

The mean m(x) of W is −x/2 for x < 1, (2 − x)/2 for 1 ≤ x < 2, and zero for x ≥ 2. Let q(x) be the mean of W², which for x ≥ 2 is the variance of N. For a given t the two partial cascades are independent, so the mean of the product of their deviations is m(t)m(x − t). Squaring W(x) and averaging over t gives, for x ≥ 2,

q(x) = (2/x)[Q(x) + K(x)],

Q(x) = ∫₀ˣ q(t) dt, K(x) = ∫₀ˣ m(t) m(x − t) dt.

Since q = Q′, multiplication by 1/x² and rearrangement yield

d(Q/x²)/dx = 2K/x³.

For x ≥ 4 the energies t and x − t cannot both be below 2, so K = 0. Then Q = kx² with a constant k, and the variance is q = 2kx, again proportional to the energy.

To find k, start at x = 2. Below that energy N is fixed, so q = m² and

Q(2) = ∫₀¹ t²/4 dt + ∫₁² (2 − t)²/4 dt = 1/12 + 1/12 = 1/6,

which makes Q(2)/2² = 1/24. For 2 ≤ x < 3 put s = x − 2. The integrand of K vanishes unless t lies between s and 2. The parts from s to 1 and from 1 + s to 2 are equal by symmetry, and in the middle part both energies are at least 1:

K = −½ ∫ from s to 1 of t(t − s) dt + ¼ ∫ from 1 to 1 + s of (2 − t)(t − s) dt

= (−1/6 + s/4 − s³/12) + (s/4 − s²/4 + s³/24)

= −1/6 + s/2 − s²/4 − s³/24 = −x³/24 + x − 11/6.

For 3 ≤ x < 4 both energies are at least 1 wherever the integrand is nonzero. With a = 2 − t, which runs from 0 to 4 − x,

K = ¼ ∫ a(4 − x − a) da = (4 − x)³/24.

The two integrals needed are

∫₂³ K/x³ dx = −1/24 + (1/2 − 1/3) − (11/12)(1/4 − 1/9) = −1/432,

∫₃⁴ K/x³ dx = (1/24) ∫₃⁴ (64/x³ − 48/x² + 12/x − 1) dx

= (1/24)[14/9 − 4 + 12 ln(4/3) − 1] = (1/24)[12 ln(4/3) − 31/9].

Adding twice these integrals to the starting value gives

k = 1/24 − 1/216 + ln(4/3) − 31/108 = ln(4/3) − 1/4.

Because ν = x/2, the variance for E ≥ 4Ed is

q = 2kx = [4 ln(4/3) − 1] ν ≈ 0.151 ν.

At 1000 eV this is 0.151 · 25 ≈ 3.77, a standard deviation of 1.94, and the random cascades show 1.944. Independent displacement events with Poisson statistics would have a variance equal to ν and a standard deviation of 5. The cascade scatters less because the division of energy between two atoms does not by itself change the sum of their straight-line values; deviations arise from fragments below 2Ed. The relative spread is about 8 percent at 1000 eV and falls as 1/√E.

At 50 eV, where x = 2.5, the variance formula does not yet apply, but a direct argument does. Each final interstitial can be traced back to the last flight of a moving atom with at least Ed, and these flights draw on separate shares of the initial energy. Hence N cannot exceed E/Ed, and here it is 1 or 2. A mean of 1.25 requires the value 2 with probability 0.25, so the standard deviation is √(0.25 · 0.75) ≈ 0.43, as the cascades also show.

The law ν = E/(2Ed), including its factor 1/2, depends on the assumptions in identifiable ways. If electrons take up part of the energy, the energies after a collision no longer add up to E, and the recursion must be changed. The same holds if a binding energy is deducted from each displaced atom. If the atoms repel each other by a softer force, the transfers are in general not uniformly distributed, and the weight 1/E has to be replaced. If vacancies and interstitials recombine while the cascade cools or during annealing, fewer defects survive than are counted here. For unequal masses the projectile cannot transfer all its energy in one collision, and the symmetry between T and E − T that produced the factor 2/E is lost. This need not change the slope. A hard-sphere projectile of foreign mass in a solid of one element transfers energies spread uniformly from 0 to a maximum ΛE with Λ < 1. As long as ΛE ≥ 2Ed, the cancellation of areas makes each collision yield, on average, the mean transfer divided by 2Ed. At high energy the count therefore still grows with slope 1/(2Ed). It is shifted by a roughly constant amount, set by the end of the projectile's path, where its transfers become too small to displace atoms efficiently.

Computed values

```
Displacement threshold Ed: 20.0 eV
Recoil energy E: 1000.0 eV
Impact points in hard-sphere test: 282792
Largest deviation from uniform transfer law: 2.7e-04
First collision at E = 1000 eV, probabilities:
  both atoms at or above Ed: 0.9600
  only struck atom at or above Ed: 0.0200
  only projectile at or above Ed: 0.0200
  both atoms below Ed: 0.0000
One collision at E = 30 eV:
  right side of recursion: 0.6667
  probability that both atoms end below Ed: 0.3333
  sum of these two: 1.0000
Integral of nu from 0 to 2Ed: 20.000 eV
Integral of nu from 2Ed to E: 12480.000 eV
Integral of nu from 0 to E: 12500.000 eV
nu(2Ed) from integral equation: 1.000000
nu(E) from integral equation: 25.000000
nu(E) from formula: 25.000000
Energy step of the march: 0.1 eV
Largest error of marched solution: 1.4e-14
Random cascades per energy: 10000
Displaced atoms per cascade (spread = standard deviation):
  E =   30.0 eV: formula 1.000, mean 1.000, std error 0.000, spread 0.000
  E =   50.0 eV: formula 1.250, mean 1.245, std error 0.004, spread 0.430
  E =  100.0 eV: formula 2.500, mean 2.497, std error 0.006, spread 0.616
  E =  400.0 eV: formula 10.000, mean 9.999, std error 0.012, spread 1.227
  E = 1000.0 eV: formula 25.000, mean 25.011, std error 0.019, spread 1.944
```
